# Image Attraction and Orientation of a Linear Quadrupole above a Perfect Conductor

## Form fixed by dimensions and symmetry

A neutral linear molecule without a dipole moment sits in vacuum with its centre at height $d$ above a flat, grounded, perfect conductor. Its leading electrical moment is the quadrupole moment $\Theta$, a charge times a length squared. The charge induced in the conductor is proportional to $\Theta$, and it acts back on $\Theta$, so the energy is proportional to $\Theta^2$. Write $k=1/(4\pi\varepsilon_0)$. Since $k\times(\text{charge})^2/(\text{length})$ is an energy and $\Theta^2$ carries four extra powers of length,

$$U=-\frac{k\Theta^2}{d^5}\,g(\theta),$$

where $\theta$ is the angle between the molecular axis and the surface normal. No other length is available if the molecule is treated as a point.

Symmetry restricts $g$ as well. The unit vector $\mathbf n$ along the axis enters the quadrupole tensor twice, and that tensor enters the energy twice, so $g$ is a polynomial of at most fourth degree in the components of $\mathbf n$. It is unchanged by rotation about the normal and by $\mathbf n\to-\mathbf n$. Hence

$$g=A+B\cos^2\theta+C\cos^4\theta .$$

Three numbers remain to be found. The result will be

$$\boxed{U(d,\theta)=-\frac{3k\Theta^2}{256\,d^5}\left(3+2\cos^2\theta+3\cos^4\theta\right)}$$

The zero of energy is the rigid molecule at infinite height. The inverse fifth power belongs to the energy; the force falls as $d^{-6}$. The word "binding" below means $-U$ from this electrostatic term alone.

## Quadrupole convention and potential

Let charges $q_i$ have positions $\mathbf r_i$ relative to the centre, and let $s_i=\mathbf n\cdot\mathbf r_i$. The convention is

$$\Theta=\tfrac12\sum_i q_i(3s_i^2-r_i^2).$$

If an input uses $Q=\sum_i q_i(3s_i^2-r_i^2)$ instead, then $\Theta=Q/2$, and $\Theta^2$ must be replaced by $Q^2/4$.

Expand $k\sum_i q_i/|\mathbf r-\mathbf r_i|$ in the small $\mathbf r_i$. The first two terms vanish because charge and dipole vanish. The next is

$$\phi=\frac k2\sum_{ab}M_{ab}\,\partial_a\partial_b\frac1r,\qquad M_{ab}=\sum_i q_i r_{i,a}r_{i,b}.$$

Axial symmetry gives $M_{ab}=M_\perp\delta_{ab}+(M_\parallel-M_\perp)n_an_b$. From the definition,

$$\Theta=\tfrac12\left[3M_\parallel-(M_\parallel+2M_\perp)\right]=M_\parallel-M_\perp .$$

The $\delta_{ab}$ part produces $\nabla^2(1/r)$, which is zero away from the source. Therefore

$$\phi=\frac{k\Theta}{2}(\mathbf n\cdot\nabla)^2\frac1r
=\frac{k\Theta}{2}\left[\frac{3(\mathbf n\cdot\mathbf r)^2}{r^5}-\frac1{r^3}\right].$$

The same expansion of $\sum_i q_i\phi_{\rm ext}(\mathbf r_i)$ gives the energy in an outside potential. The trace part again drops out, because $\nabla^2\phi_{\rm ext}=0$ at the molecule:

$$W=\frac{\Theta}{2}(\mathbf n\cdot\nabla)^2\phi_{\rm ext}.$$

A point quadrupole means that $\Theta$ is kept fixed while the size, and with it all higher moments, goes to zero.

## The image and the factor one half

Let the surface be $z=0$ and let the axis lie in the $xz$ plane, $\mathbf n=(\sin\theta,0,\cos\theta)$. Pair each charge $q_i$ at $(x_i,y_i,z_i)$ with $-q_i$ at $(x_i,y_i,-z_i)$. Every point of the surface is equally far from the two members of a pair, so the total potential there is zero. It also vanishes at infinity and has the correct sources above the surface. These conditions determine the potential above the conductor.

The image is thus a quadrupole at $z=-d$ with moment $-\Theta$ and axis $\mathbf n'=(\sin\theta,0,-\cos\theta)$.

The image grows with its source. To find the energy, build up the molecule by multiplying all its charges by $\lambda$, from 0 to 1. At stage $\lambda$ the image potential is $\lambda\phi_{\rm im}$, and the added charges are $q_i\,d\lambda$. The part of the work due to the conductor is

$$U=\int_0^1\lambda\,d\lambda\sum_i q_i\phi_{\rm im}(\mathbf r_i)=\frac12\sum_i q_i\phi_{\rm im}(\mathbf r_i).$$

The energy of the molecular charges among themselves is the same at every height and cancels in the difference from infinity.

The force agrees with this half. The energy between the source and an image held fixed is $W=-D/R^5$, where $R=2d$ is their separation and $D>0$. The attraction is $5D/R^6=5D/(64d^6)$. From $U=W/2=-D/(64d^5)$ one gets $dU/dd=5D/(64d^6)$, the same value.

A further test integrates the outward electrostatic pull on the induced surface charge $\sigma$,

$$F=\int\frac{\sigma^2}{2\varepsilon_0}\,dA ,$$

and compares it with $5|U|/d$ from the boxed formula. At tilts of 0, 25, 50, 70 and 90 degrees the largest relative difference was $5.4\times10^{-15}$.

## Evaluation of the energy

With $R$ the distance from the image centre, the image potential is

$$\phi_{\rm im}=-\frac{k\Theta}{2}(\mathbf n'\cdot\nabla)^2\frac1R .$$

Insert it into $U=\tfrac12(\Theta/2)(\mathbf n\cdot\nabla)^2\phi_{\rm im}$:

$$U=-\frac{k\Theta^2}{8}(\mathbf n\cdot\nabla)^2(\mathbf n'\cdot\nabla)^2\frac1R\Bigg|_{x=y=0,\;R=2d}.$$

The image is held fixed during these derivatives. Write $s=\sin\theta$ and $c=\cos\theta$. The mixed terms cancel in

$$(\mathbf n\cdot\nabla)(\mathbf n'\cdot\nabla)=(s\partial_x+c\partial_z)(s\partial_x-c\partial_z)=s^2\partial_x^2-c^2\partial_z^2,$$

so the required operator is its square,

$$s^4\partial_x^4-2s^2c^2\partial_x^2\partial_z^2+c^4\partial_z^4 .$$

Three derivatives are needed on the normal.

1. There $1/R=1/z$, with $z$ measured from the image, so $\partial_z^4(1/R)=24/R^5$.

2. The function $f=\partial_z^2(1/R)$ obeys Laplace's equation and is symmetric about the normal. Thus $\partial_x^2f=\partial_y^2f=-\tfrac12\partial_z^2f$, which gives $\partial_x^2\partial_z^2(1/R)=-12/R^5$.

3. At fixed $z$, the fourth-order part of $1/R$ in $x$ and $y$ must have the form $K(x^2+y^2)^2=K(x^4+2x^2y^2+y^4)$. Hence $\partial_x^4$ and $\partial_y^4$ each give $24K$, and $\partial_x^2\partial_y^2$ gives $8K$. Using Laplace's equation twice,

$$(\partial_x^2+\partial_y^2)^2\frac1R=(24+16+24)K=64K=\partial_z^4\frac1R=\frac{24}{R^5}.$$

So $K=3/(8R^5)$ and $\partial_x^4(1/R)=9/R^5$.

The sum, multiplied by $R^5$, is

$$\begin{aligned}
9s^4+24s^2c^2+24c^4
&=9(1-2c^2+c^4)+24(c^2-c^4)+24c^4\\
&=3(3+2c^2+3c^4).
\end{aligned}$$

With $R^5=32d^5$, the prefactor is $3/(8\times32)=3/256$, and the boxed formula follows. Its two end cases are

$$U_{\rm up}=-\frac{3k\Theta^2}{32d^5},\qquad
U_{\rm flat}=-\frac{9k\Theta^2}{256d^5},\qquad
\frac{U_{\rm up}}{U_{\rm flat}}=\frac83 .$$

The ratio is that of the derivatives, $24/9$: an upright molecule samples the fourth derivative along the normal, a flat one that along the surface.

For use in a simulation, the derivative with respect to tilt is

$$\frac{\partial U}{\partial\theta}=\frac{3k\Theta^2}{64d^5}\,\sin\theta\cos\theta\,(1+3\cos^2\theta).$$

It is positive between 0 and 90 degrees. At fixed height the torque $-\partial U/\partial\theta$ therefore turns the molecule upright, whatever the sign of $\Theta$.

## A rod of finite length

Three charges $q,-2q,q$ at $-a,0,a$ along the axis have $\Theta=2qa^2$. They give a second derivation of both end cases and show how finite size enters. Let $\epsilon=a/(2d)$.

For the upright rod, the distance between charge $i$ and image $j$ is $2d+s_i+s_j$. Summing all nine pairs, with image signs and the factor one half,

$$U_{\rm up}=-\frac{kq^2}{4d}\left[\frac{2}{1-4\epsilon^2}+6-\frac{8}{1-\epsilon^2}\right].$$

The bracket is

$$2(1+4\epsilon^2+16\epsilon^4+64\epsilon^6)+6-8(1+\epsilon^2+\epsilon^4+\epsilon^6)+\dots=24\epsilon^4+120\epsilon^6+\dots$$

For the flat rod the distances are $\sqrt{4d^2+(s_i-s_j)^2}$, and the bracket becomes

$$6+\frac{2}{\sqrt{1+4\epsilon^2}}-\frac{8}{\sqrt{1+\epsilon^2}}=9\epsilon^4-\frac{75}{2}\epsilon^6+\dots$$

Since $q^2a^4=\Theta^2/4$, the leading terms reproduce the point results. Including the next terms,

$$U_{\rm up}\simeq-\frac{3k\Theta^2}{32d^5}\left(1+\frac{5a^2}{4d^2}\right),\qquad
U_{\rm flat}\simeq-\frac{9k\Theta^2}{256d^5}\left(1-\frac{25a^2}{24d^2}\right).$$

The ratio $8/3$ is thus the limit $a/d\to0$. Direct sums with $a/d=10^{-4}$ at 19 tilts from 0 to 90 degrees differed from the boxed formula by at most $1.3\times10^{-8}$, relative to the formula. This is the size expected from $5a^2/(4d^2)$.

## Unequal heights

A flat molecule can often approach more closely than an upright one. In the point model the two bindings are equal when

$$\frac{3}{32d_{\rm up}^5}=\frac{9}{256d_{\rm flat}^5},
\qquad \frac{d_{\rm flat}}{d_{\rm up}}=\left(\frac38\right)^{1/5}=0.822 .$$

If the flat centre lies below this height, flat is bound more strongly. Suppose that contact keeps the nearest end nucleus at the same distance from the image plane, and let $a$ be the distance from centre to end nucleus. Then $d_{\rm flat}=d_{\rm up}-a$, and flat wins when $a>0.178\,d_{\rm up}$. The preference for upright at fixed height is therefore no prediction of the adsorption geometry.

## Example: carbon dioxide near a metal

The example is a weakly held carbon dioxide molecule. The C–O distance is set to 0.116 nm. A PBE0/aug-cc-pVDZ calculation of the free molecule gives $\Theta=-14.8\times10^{-40}$ C m² ($-3.30\,e\,a_0^2$, with $a_0$ the Bohr radius). This is the value for one approximate functional and a finite basis, without vibration. With the larger aug-cc-pVTZ basis the moment is about 1.5% smaller in size, which weakens the point energies below by about 3%. Their digits therefore show the arithmetic, not the accuracy. The upright centre is placed 0.30 nm above the image plane, the effective electrical surface of the metal.

With $k=8.99\times10^9$ N m²/C²,

$$U_{\rm up}=-\frac{3(8.99\times10^9)(14.8\times10^{-40})^2}{32(3.0\times10^{-10})^5}\ {\rm J}
=-7.6\times10^{-22}\ {\rm J}=-4.74\ {\rm meV},$$

or $-0.458$ kJ/mol. At the same height the flat energy is $3/8$ of this, $-1.78$ meV. At 30 and 60 degrees the energies are $-3.67$ and $-2.19$ meV. The upright pull is $5|U_{\rm up}|/d=12.7$ pN. Doubling the height divides the upright energy by 32, leaving $-0.148$ meV.

The break-even flat height is $0.822\times0.30=0.247$ nm. The lower oxygen nucleus of the upright molecule is $0.300-0.116=0.184$ nm above the plane. If the flat molecule descends until its nuclei are at that height, the point formula gives

$$\frac{U_{\rm flat}(0.184\ {\rm nm})}{U_{\rm up}(0.300\ {\rm nm})}
=\frac38\left(\frac{0.300}{0.184}\right)^5=4.32,$$

and a flat energy of $-20.5$ meV. The order of the two orientations has reversed.

## Finite size of the computed molecule

The point approximation can be examined with the full computed charge density, kept rigid. Carbon dioxide is its own reflection in a plane through its centre, either perpendicular to the axis or containing it. For upright and flat orientations its image is therefore a copy shifted by $2d$ with all charges reversed. The image energy is minus one half of the Coulomb energy between the molecule and an unreversed shifted copy.

At large height the ratio of this energy to the point energy has the form $1+b/d^2+\dots$. Values at 0.8 and 1.2 nm were combined to remove $b$. The resulting limits were 1.0001 upright and 1.0000 flat, which tests the formula at its two end orientations on an extended charge distribution.

At 0.30 nm the density gives $-4.63$ meV upright and $-1.71$ meV flat. These are weaker than the point values by about 2% and 4%, and their ratio is 2.71 instead of 2.67. In the flat case the higher moments account for nearly all of the difference. In the upright case they would strengthen the binding by about 3%, but the slight overlap between the density tails of the molecule and its copy outweighs this. The full sums for the three-charge rod with $a=0.116$ nm, where $\epsilon=0.193$, would instead give a strengthening of about 22% upright and a weakening of about 14% flat. The rod reproduces $\Theta$ but is a poor guide to the size correction of this molecule.

For the flat molecule at 0.184 nm the density gives $-15.7$ meV, about 23% weaker than the point value; roughly half of this comes from overlap of the tails. The flat molecule is still more strongly bound than the upright molecule at 0.30 nm, so the reversal survives this correction. Two limits apply to these numbers. The molecule and its copy overlap only where density crosses the plane, and the image construction does not hold for that charge, so the overlap parts indicate a size and are not exact results of the model. The values also move with the basis. With aug-cc-pVTZ the three density energies are $-4.48$, $-1.65$ and $-15.7$ meV, weaker than the corresponding point values by 2.5%, 4% and 21%, and the higher moments alone would strengthen the upright binding by about 4%.

## Comparison with a real metal surface

The chosen height is illustrative, and the energy is very sensitive to it. Moving the image plane by 0.02 nm toward or away from the upright molecule changes $-4.74$ meV to $-6.70$ or $-3.43$ meV. A real metal also has a diffuse electronic surface, where the model has a sharp one. Of the molecule's 22 electrons, about 0.002 lie beyond the plane in the upright case and about 0.008 in the lowered flat case. These numbers are small, but they do not establish that a classical plane is adequate so close to a metal, and the model contains no short-range repulsion.

The molecule is also polarizable. On the normal, the upright image has potential of magnitude $k|\Theta|/R^3$ and hence field $E=3k|\Theta|/(2d)^4$. An induced dipole $p$ adds $-pE+p^2/(2\alpha)$, whose minimum is $-\alpha E^2/2$; the image of $p$ itself is neglected. With a rough mean polarizability volume $\alpha_v=k\alpha=0.0026$ nm³, this is $-0.086$ meV. It is an underestimate. The polarizability along the axis is larger than the mean, and the field varies strongly across the molecule. The full response to the field of a fixed point image, computed with the functional and basis used above, is about $-0.24$ meV, or 5% of the upright energy.

The largest omission sized here is dispersion. As a starting formula, not derived here, take the non-retarded attraction $-C_3/d^3$ with one excitation energy for the molecule, $E_m$, and one for the surface, $E_s$:

$$C_3=\frac{\alpha_v}{4\pi}\int_0^\infty\frac{dE}{(1+E^2/E_m^2)(1+E^2/E_s^2)}
=\frac{\alpha_v}{8}\frac{E_mE_s}{E_m+E_s}.$$

The integral equals $\pi E_mE_s/[2(E_m+E_s)]$ by partial fractions. Rough energies of 15 and 10 eV give about $-72$ meV at 0.30 nm, some 15 times the upright quadrupole term. This estimate uses an average over orientations. Because the molecule is more polarizable along its axis, dispersion also depends on tilt; that dependence is not sized here. Thermal energy at 100 K is 8.6 meV, larger than the 2.96 meV by which the quadrupole term alone separates upright from flat at fixed height. In this example the quadrupole image term is a small orientation-dependent correction, and a prediction of geometry also needs dispersion, repulsion and the metal's actual response.

The formula also fails as a leading term if the molecule has a net charge or a dipole moment. By the opening dimensional argument their image energies scale as $d^{-1}$ and $d^{-3}$, and they dominate at large height. Most of the values used above are collected in the numerical output that follows.

## Calculated quantities

```
TESTS
1/r fourth derivative zzzz at r=1: 24
1/r fourth derivative xxzz at r=1: -12
1/r fourth derivative xxxx at r=1: 9
three-charge upright/flat ratio: 2.666667
three-charge energy power of height: -5
largest relative error, three charges: 1.3e-08
largest relative error, surface force: 5.4e-15
density/point energy, far limit, upright: 1.0001
density/point energy, far limit, flat: 1
CARBON DIOXIDE, PBE0/aug-cc-pVDZ
C-O distance (chosen): 0.116 nm
quadrupole moment: -14.8 1e-40 C m^2
quadrupole moment, converted: -3.299 e bohr^2
centre height (chosen): 0.3 nm
point energy at tilt 0 deg: -4.742 meV
point energy at tilt 30 deg: -3.668 meV
point energy at tilt 60 deg: -2.186 meV
point energy at tilt 90 deg: -1.778 meV
upright energy, converted: -0.4576 kJ/mol
upright minus flat energy: -2.964 meV
upright pull toward surface: 12.66 pN
upright point energy at doubled height: -0.1482 meV
break-even height factor: 0.8219
break-even flat height: 0.2466 nm
flat height at equal oxygen clearance: 0.184 nm
flat point energy at that height: -20.49 meV
flat there / upright at chosen height: 4.321
EFFECTS LEFT OUT
density energy, upright, chosen height: -4.632 meV
density energy, flat, chosen height: -1.707 meV
density upright/flat ratio: 2.713
density energy, flat, equal clearance: -15.71 meV
electrons past plane, upright: 0.0023
electrons past plane, flat, equal clearance: 0.0079
image-plane shift tried: 0.02 nm
upright energy, plane nearer: -6.696 meV
upright energy, plane farther: -3.434 meV
polarizability volume (rough): 0.0026 nm^3
molecular excitation energy (rough): 15 eV
surface excitation energy (rough): 10 eV
polarization by image, upright: -0.086 meV
dispersion estimate: -72 meV
thermal energy kT at 100 K: 8.62 meV
```
